# Why the uncorrected dipole of a periodic dielectric slab converges as 1/L: test program

```python
"""Dipole of a dielectric slab in a periodic cell without dipole correction.

Result under test:  m(L) = m0 / (1 - ell/L),  ell = d*(1 - 1/eps)
  m    total dipole per area in a cell of length L with periodic potential
  m0   the same for the isolated slab (zero field in the vacuum)
  d    slab thickness; eps  relative permittivity along the normal
For a general slab ell = alpha/epsilon_0, where alpha = dm/d(outside field).
Part A: dielectric slab, Poisson equation on a grid (e, Angstrom, volt).
Part B: self-consistent quantum slab, Hartree level (atomic units).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import diags
from scipy.sparse.linalg import spsolve

# ---------------- Part A: dielectric slab ----------------
EPS0 = const.epsilon_0 / const.e * 1e-10      # e/(V Angstrom)
thickness, permittivity = 20.0, 10.0
sheet_charge, z_minus, z_plus = 0.01, -6.0, 4.0
step = 0.5


def dielectric_cell(length, eps, periodic):
    """Return total dipole per area and the field in the vacuum."""
    n = int(round(length / step))
    z = -length / 2 + step * np.arange(n)
    inside = np.abs(z + step / 2) < thickness / 2
    link_eps = np.where(inside, eps, 1.0)
    coupling = EPS0 * link_eps / step
    if not periodic:
        coupling[-1] = 0.0                    # no field leaves the cell
    difference = diags([-np.ones(n), np.ones(n - 1), [1.0]],
                       [0, 1, -(n - 1)], format="csr")
    matrix = (difference.T @ diags(coupling) @ difference).tocsc()
    fixed = np.zeros(n)
    fixed[np.argmin(np.abs(z - z_plus))] = sheet_charge
    fixed[np.argmin(np.abs(z - z_minus))] = -sheet_charge
    potential = np.zeros(n)                   # first node is grounded
    potential[1:] = spsolve(matrix[1:, 1:], fixed[1:])
    field = -(difference @ potential) / step
    if not periodic:
        field[-1] = 0.0
    total_charge = EPS0 * (field - np.roll(field, 1))
    return float(z @ total_charge), float(field[0])


def dipole_law(isolated, ell, length):
    return isolated / (1 - ell / length)


for eps in (1.0, 2.0, 10.0, 1000.0):
    isolated, outside = dielectric_cell(40.0, eps, False)
    assert abs(outside) < 1e-9
    for length in (24.0, 40.0, 100.0):
        m, field = dielectric_cell(length, eps, True)
        expected = dipole_law(isolated, thickness * (1 - 1 / eps), length)
        assert abs(m / expected - 1) < 1e-7
        assert abs(field * EPS0 * length / m - 1) < 1e-7

m0, _ = dielectric_cell(40.0, permittivity, False)
bare = sheet_charge * (z_plus - z_minus)
assert abs(m0 * permittivity / bare - 1) < 1e-7
ell_A = thickness * (1 - 1 / permittivity)
print("A: DIELECTRIC SLAB")
print(f"thickness d = {thickness:.1f} Angstrom")
print(f"relative permittivity eps = {permittivity:.1f}")
print(f"fixed sheets: +/-{sheet_charge:.3f} e/Angstrom^2")
print(f"sheet separation = {z_plus - z_minus:.1f} Angstrom")
print(f"bare dipole of sheets = {bare:.5f} e/Angstrom")
print(f"isolated dipole m0 = {m0:.5f} e/Angstrom")
print(f"isolated potential step m0/eps0 = {m0 / EPS0:.4f} V")
print(f"ell = d(1-1/eps) = {ell_A:.2f} Angstrom")
print("L (Angstrom), m (e/Angstrom), error (%), vacuum field (V/Angstrom)")
for length in (30.0, 40.0, 60.0, 100.0, 200.0, 400.0):
    m, field = dielectric_cell(length, permittivity, True)
    print(f"{length:6.0f} {m:9.5f} {100 * (m / m0 - 1):8.2f} {field:9.5f}")
    if length == 40.0:
        drop_40 = field * (length - thickness)
print(f"potential change across vacuum, L=40: {drop_40:.4f} V")

target = 0.01
length_needed = ell_A * (1 + 1 / target)
m, _ = dielectric_cell(length_needed, permittivity, True)
assert abs((m / m0 - 1) / target - 1) < 1e-4
print(f"L for 1 % error = {length_needed:.0f} Angstrom")
err_1 = dielectric_cell(1000.0, permittivity, True)[0] - m0
err_2 = dielectric_cell(2000.0, permittivity, True)[0] - m0
slope = np.log(err_2 / err_1) / np.log(2.0)
assert abs(slope + 1) < 0.03                  # next order is ell/L
print(f"log-log slope of error, L=1000 to 2000 Angstrom: {slope:.3f}")

# ---------------- Part B: quantum slab ----------------
areal_density, h = 0.05, 0.1                  # electrons/bohr^2, bohr
depth_left, depth_right = 1.2, 1.1            # hartree
well_center, width = 1.5, 1.5                 # bohr


def quantum_slab(length, mode, outside_field=0.0):
    """mode: open, periodic or corrected. Return dipole and energy/area."""
    n = int(round(length / h))
    z = (np.arange(n) - (n - 1) / 2) * h
    well = (-depth_left * np.exp(-((z + well_center) / width) ** 2)
            - depth_right * np.exp(-((z - well_center) / width) ** 2))
    ions = np.exp(-(z / width) ** 2)
    ions *= areal_density / (ions.sum() * h)
    kernel = -2 * np.pi * h * np.abs(z[:, None] - z[None, :])
    laplace = (2 - 2 * np.cos(2 * np.pi * np.arange(n) / n)) / h**2
    laplace[0] = 1.0

    def electrostatic(charge):
        if mode == "open":
            return kernel @ charge - outside_field * z
        transform = 4 * np.pi * np.fft.fft(charge) / laplace
        transform[0] = 0.0
        phi = np.fft.ifft(transform).real
        if mode == "corrected":
            phi += 4 * np.pi * (z @ charge) * h / length * z
        return phi

    electrons = ions.copy()
    for _ in range(600):
        phi = electrostatic(ions - electrons)
        level, orbital = eigh_tridiagonal(
            1 / h**2 + well - phi, np.full(n - 1, -0.5 / h**2),
            select="i", select_range=(0, 0))
        weight = orbital[:, 0] ** 2
        weight /= weight.sum()
        new = areal_density * weight / h
        change = np.max(np.abs(new - electrons))
        if change < 1e-11:
            break
        electrons = electrons + 0.3 * (new - electrons)
    assert change < 1e-11, "density not self-consistent"
    charge = ions - new
    one_body = areal_density * (level[0] + weight @ phi)
    energy = one_body + 0.5 * h * (charge @ electrostatic(charge))
    return float(h * (z @ charge)), float(energy)


q0, energy0 = quantum_slab(60.0, "open")
small = 5e-4                                  # hartree/(e bohr)
q_up, _ = quantum_slab(60.0, "open", small)
q_down, _ = quantum_slab(60.0, "open", -small)
alpha = (q_up - q_down) / (2 * small)
ell_B = 4 * np.pi * alpha
print("B: QUANTUM SLAB, HARTREE LEVEL")
print(f"electrons per area = {areal_density:.3f} bohr^-2")
print(f"well depths = {depth_left:.2f}, {depth_right:.2f} hartree")
print(f"well centres = -/+{well_center:.2f} bohr; width = {width:.2f} bohr")
print(f"isolated dipole m0 = {q0:.7f} e/bohr")
print(f"ell = alpha/eps0 = {ell_B:.4f} bohr")
print("L (bohr), m, law, corrected m (all e/bohr)")
cells, dipoles, energy_rows = (24.0, 36.0, 60.0), [], []
for length in cells:
    m, energy = quantum_slab(length, "periodic")
    fixed_m, _ = quantum_slab(length, "corrected")
    law = dipole_law(q0, ell_B, length)
    # the law is linear response; small nonlinear terms remain
    assert abs((m - q0) / (law - q0) - 1) < 0.03
    assert abs(fixed_m / q0 - 1) < 1e-5
    shift = energy - energy0
    shift_law = -2 * np.pi * q0 * m / length
    residual = shift + 2 * np.pi * m**2 / length
    residual_law = (m - q0) ** 2 / (2 * alpha)
    assert abs(shift / shift_law - 1) < 0.03
    assert abs(residual / residual_law - 1) < 0.03
    dipoles.append(m)
    energy_rows.append((length, shift, shift_law, residual, residual_law))
    print(f"{length:5.0f} {m:.7f} {law:.7f} {fixed_m:.7f}")
print("Energy errors per area (1e-6 hartree/bohr^2):")
print("L (bohr), uncorrected, law, after added term, law")
for length, *values in energy_rows:
    print(f"{length:5.0f} " + " ".join(f"{1e6 * v:10.4f}" for v in values))
extrapolated = (cells[1] - cells[0]) / (cells[1] / dipoles[1]
                                        - cells[0] / dipoles[0])
assert abs(extrapolated / q0 - 1) < 0.01
print(f"m0 from L=24 and 36 bohr: {extrapolated:.7f} e/bohr")
print("tests ok")
```

Printed output:

```
A: DIELECTRIC SLAB
thickness d = 20.0 Angstrom
relative permittivity eps = 10.0
fixed sheets: +/-0.010 e/Angstrom^2
sheet separation = 10.0 Angstrom
bare dipole of sheets = 0.10000 e/Angstrom
isolated dipole m0 = 0.01000 e/Angstrom
isolated potential step m0/eps0 = 1.8095 V
ell = d(1-1/eps) = 18.00 Angstrom
L (Angstrom), m (e/Angstrom), error (%), vacuum field (V/Angstrom)
    30   0.02500   150.00   0.15079
    40   0.01818    81.82   0.08225
    60   0.01429    42.86   0.04308
   100   0.01220    21.95   0.02207
   200   0.01099     9.89   0.00994
   400   0.01047     4.71   0.00474
potential change across vacuum, L=40: 1.6450 V
L for 1 % error = 1818 Angstrom
log-log slope of error, L=1000 to 2000 Angstrom: -1.013
B: QUANTUM SLAB, HARTREE LEVEL
electrons per area = 0.050 bohr^-2
well depths = 1.20, 1.10 hartree
well centres = -/+1.50 bohr; width = 1.50 bohr
isolated dipole m0 = 0.0053582 e/bohr
ell = alpha/eps0 = 2.7688 bohr
L (bohr), m, law, corrected m (all e/bohr)
   24 0.0060566 0.0060570 0.0053582
   36 0.0058045 0.0058047 0.0053582
   60 0.0056174 0.0056174 0.0053582
Energy errors per area (1e-6 hartree/bohr^2):
L (bohr), uncorrected, law, after added term, law
   24    -8.4963    -8.4961     1.1072     1.1068
   36    -5.4283    -5.4283     0.4521     0.4520
   60    -3.1520    -3.1520     0.1525     0.1524
m0 from L=24 and 36 bohr: 0.0053584 e/bohr
tests ok
```
